# Heat Conduction in Disordered Harmonic Chains with Free and Pinned Ends

A harmonic chain with random masses, heated at one end and cooled at the other by classical white-noise baths, has no length-independent conductivity. With free ends its disorder-averaged conductivity grows as the square root of its length; with the two end masses tied to walls it falls as the inverse square root.

Let \(N\) masses \(m_l\) be independent and identically distributed, with mean \(m\) and variance \(\sigma^2\). Neighbours are spaced by \(a\) and joined by springs \(k\). Each end mass has a damper \(\gamma\), with noise at temperature \(T_L\) or \(T_R\), and a wall spring \(k'\), which is zero for free ends. Inner masses are not tied to anything fixed. Define

\[
c=\frac{\sigma^2}{4km},\quad Z=\sqrt{km},\quad z=\frac{\gamma}{Z},\quad \beta=\frac{\gamma Z}{k'^2}.
\]

For \(\Delta T=T_L-T_R\), the leading mean currents at large \(N\) are

\[
J_{\rm free}=\frac{k_B\Delta T\,C_f}{4\sqrt\pi\,(cN)^{1/2}},\qquad
J_{\rm pin}=\frac{k_B\Delta T\,\beta C_p}{4\sqrt\pi\,(cN)^{3/2}},
\]

where \(C_f\) depends on \(z\) and \(C_p\) is a number, both found below. The disorder-averaged conductivity, \(\kappa=JNa/\Delta T\), therefore varies as \(N^{1/2}\) or \(N^{-1/2}\).

**From noise to transmission.** With time dependence \(e^{-i\omega t}\), the response matrix is \(G=[\Phi-\omega^2M-i\omega\gamma(P_1+P_N)]^{-1}\), where \(\Phi\) holds the springs, \(M\) the masses, and \(P_1,P_N\) select the end sites. The left noise has spectral density \(2\gamma k_BT_L\). The power it delivers to the right damper is

\[
\gamma\langle v_N^2\rangle_L=\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,2\gamma^2\omega^2|G_{N1}|^2k_BT_L .
\]

The reverse flow has \(T_R\) in place of \(T_L\), because \(G\) is symmetric. Subtracting, and folding negative frequencies onto positive ones, gives

\[
J=\frac{k_B\Delta T}{2\pi}\int_0^\infty\mathcal T(\omega)\,d\omega,\qquad \mathcal T=4\gamma^2\omega^2|G_{1N}|^2 .
\]

This was tested on five masses 0.7, 1.6, 1.1, 0.5, 1.3 with \(k=1\), \(\gamma=0.8\) and \(k_B\Delta T=1\). For \(k'/k=0,1,2\) it gives 0.178782, 0.101929 and 0.052998, in agreement with the stationary covariance of the Langevin equations.

**What an end lets through.** A long wave of velocity amplitude \(v\) carries force \(Zv\). The wall spring and damper exert force \(Z_ev\), with \(Z_e=\gamma+ik'/\omega\); the inertia of the end mass is negligible at low frequency. Matching velocity and force gives the reflection amplitude \((Z-Z_e)/(Z+Z_e)\), so the fraction of power absorbed is

\[
\tau=1-\left|\frac{Z-Z_e}{Z+Z_e}\right|^2=\frac{4Z\gamma}{(Z+\gamma)^2+k'^2/\omega^2}.
\]

For free ends \(\tau=4z/(1+z)^2\), independent of frequency. For pinned ends \(\tau\to4\beta\omega^2\): the wall holds the end nearly still, so a slow wave hardly moves the damper. This limit requires \(\omega\ll k'/(Z+\gamma)\). A weak wall spring therefore acts as a free end until the chain is long enough for its heat-carrying frequencies to fall below that value.

**What the disorder lets through.** One mass excess \(\delta m\) adds a force \(-i\omega\,\delta m\,v\). If \(r\) and \(t\) are its reflected and transmitted amplitudes, then \(1+r=t\) and \(Z(1-r)=(Z-i\omega\delta m)t\). Hence \(t=2Z/(2Z-i\omega\delta m)\), and to leading order the reflected power is \(R=\omega^2\delta m^2/(4km)\). Its mean is \(c\omega^2\), so the natural measure of disorder in the whole chain is

\[
s=cN\omega^2 .
\]

Disorder begins to block waves strongly near \(s=1\), which sets a cut-off scale \(\omega_c=(cN)^{-1/2}\). The cut-off is gradual: pinned ends favour higher frequencies, and most of their heat travels above \(\omega_c\), though still at frequencies of that order.

To join two lossless scatterers, sum the repeated reflections between them:

\[
\frac1{T_{12}}=\frac{1+R_1R_2-2\sqrt{R_1R_2}\cos\theta}{T_1T_2},\qquad R_i=1-T_i .
\]

Set \(X=2/T-1=(1+R)/T\), so that \(\sqrt{X^2-1}=2\sqrt R/T\). Using \(T_1T_2=1-R_1-R_2+R_1R_2\), and absorbing a sign into \(\theta\), one finds

\[
X_{12}=X_1X_2+\sqrt{X_1^2-1}\sqrt{X_2^2-1}\,\cos\theta .
\]

At \(\omega\sim\omega_c\) the phase across the chain is of order \(N\omega_c\sqrt{m/k}\sim N^{1/2}\), so it makes many turns. A wavelength spans about \(N^{1/2}\) sites and changes \(s\) by only about \(N^{-1/2}\). To leading order the phases may therefore be averaged uniformly.

A damper takes up power exactly as an endless line of impedance \(\gamma\) would. Each end therefore counts as a lossless scatterer that passes a fraction \(\tau\) into such a line, and \(\mathcal T\) is the transmission from one line to the other. Let \(X\) describe the bulk and \(Y=2/\tau-1\) an end. The integral

\[
\int_0^{2\pi}\frac{d\theta}{2\pi}\frac1{A+B\cos\theta}=\frac1{\sqrt{A^2-B^2}}
\]

averages \(2/(1+X_{12})\) to \(2/(X_1+X_2)\), since \((1+X_1X_2)^2-(X_1^2-1)(X_2^2-1)=(X_1+X_2)^2\). Now let \(X_1\) be one end joined to the bulk, \(X_1=XY+\sqrt{X^2-1}\sqrt{Y^2-1}\cos\theta\), and let \(X_2=Y\) be the other, equal end. Averaging again gives

\[
\langle\mathcal T\rangle=\frac{2}{\sqrt{(Y+XY)^2-(X^2-1)(Y^2-1)}}
=\frac{2}{\sqrt{(X+1)(X-1+2Y^2)}} .
\]

Matched free ends have \(Y=1\), and then \(\langle\mathcal T\rangle=2/(1+X)=T\). Pinned ends have \(Y\simeq2/\tau\gg1\), and then

\[
\langle\mathcal T\rangle\simeq\frac1Y\sqrt{\frac{2}{1+X}}\simeq\frac{\tau}{2}\sqrt T .
\]

In a clean chain this is \(\tau/2\), not \(\tau^2\): narrow resonances, each reaching full transmission, carry the heat. The pinned ends thus cost one factor \(\omega^2\), not two.

**Averaging over the masses.** Adding a weak defect, with \(X_2\simeq1+2R\), changes \(X\) by \(2RX+2\sqrt R\sqrt{X^2-1}\cos\theta\). The mean change is \(2RX\) and the mean square is \(2R(X^2-1)\). For any smooth \(f(X)\), with \(ds=\langle R\rangle\) per site,

\[
\frac{d\langle f\rangle}{ds}=\langle 2Xf'+(X^2-1)f''\rangle=\langle\mathcal L f\rangle,\qquad
\mathcal L=\partial_X(X^2-1)\partial_X .
\]

For \(f=\ln T\), \((X^2-1)f'=1-X\), so \(\langle\ln T\rangle=-s\). Random chains with \(k=m=1\), \(c=0.16\), \(N=3000\) and \(\omega=0.1\) gave 4.852 for \(-\langle\ln T\rangle\), against 4.800.

Eigenfunctions of \(\mathcal L\) turn the average into exponentials. Put \(X=\cosh\eta\), \(b=\cosh\eta+\sinh\eta\cos\varphi\), and

\[
P_p(X)=\frac1\pi\int_0^\pi b^{-1/2+ip}\,d\varphi,\qquad P_p(1)=1 .
\]

Let \(\Delta=\partial_\eta^2+\coth\eta\,\partial_\eta+\sinh^{-2}\!\eta\,\partial_\varphi^2\). Direct differentiation gives \(\Delta b=2b\) and \((\partial_\eta b)^2+(\partial_\varphi b)^2/\sinh^2\eta=b^2\), hence \(\Delta b^\nu=\nu(\nu+1)b^\nu\). The integral over \(\varphi\) removes the last term of \(\Delta\), and the rest is \(\mathcal L\). With \(\nu=-\tfrac12+ip\),

\[
\mathcal LP_p=-\lambda_pP_p,\qquad \lambda_p=p^2+\tfrac14 .
\]

So if \(f(X)=\int_0^\infty w(p)P_p(X)\,dp\), a chain that starts from \(X=1\) at \(s=0\) has \(E[f]=\int_0^\infty w(p)e^{-\lambda_ps}dp\), where \(E\) is the average over masses.

The solution regular at \(X=1\) is fixed by \(\lambda_p\) and its value there, so \(P_{-p}=P_p\). Hence \(P_p\) is real, and \(b^{ip}\) in its definition may be replaced by \(\cos(p\ln b)\).

For \(\sqrt T\) take \(w=2\,{\rm sech}(\pi p)\). With \(u=\ln b\), the standard integral \(\int_0^\infty2\,{\rm sech}(\pi p)\cos(pu)\,dp={\rm sech}(u/2)\) gives \(b^{-1/2}{\rm sech}(u/2)=2/(1+b)\). Its average over \(\varphi\) is \(2/\sqrt{(1+X)^2-(X^2-1)}=\sqrt{2/(1+X)}=\sqrt T\), as required.

For \(T\) itself the weight is \(w_T=2\pi p\tanh(\pi p)\,{\rm sech}(\pi p)=-2p\,\partial_p{\rm sech}(\pi p)\). Integration by parts gives

\[
\int_0^\infty w_T\cos(pu)\,dp=\frac{d}{du}\left[u\,{\rm sech}\frac u2\right].
\]

Changing variable from \(\varphi\) to \(u\) in the definition of \(P_p\) gives

\[
P_p(\cosh\eta)=\frac{\sqrt2}{\pi}\int_0^\eta\frac{\cos(pu)\,du}{\sqrt{\cosh\eta-\cosh u}} .
\]

Now set \(A=\sinh(\eta/2)\), \(\sinh(u/2)=A\sin\phi\) and \(h(x)={\rm arsinh}(x)/\sqrt{1+x^2}\). Then

\[
\int_0^\infty w_TP_p\,dp=\frac2\pi\int_0^{\pi/2}h'(A\sin\phi)\,d\phi .
\]

Since \((1+x^2)h'+xh=1\), the power series \(h'=\sum g_nx^{2n}\) has \(g_0=1\) and \(g_n=-\frac{2n}{2n-1}g_{n-1}\). The mean of \(\sin^{2n}\phi\) is \(\frac{2n-1}{2n}\) times that of \(\sin^{2n-2}\phi\). The factors cancel, leaving \(\sum(-A^2)^n=1/(1+A^2)=2/(1+X)=T\); analytic continuation covers \(A\ge1\).

Mismatched free ends need one more identity,

\[
\frac{2}{X+Y}=\int_0^\infty w_TP_p(X)P_p(Y)\,dp .
\]

Both sides obey \(\mathcal L_XF=\mathcal L_YF\); for the left side, \(\mathcal L_X(X+Y)^{-1}=-2(1+XY)/(X+Y)^3\), which is symmetric. They agree at \(Y=1\). There \(\mathcal L_Y=2\partial_Y\), so the equation fixes the successive \(Y\)-derivatives, and the two sides coincide. Starting the diffusion at \(X=Y\), to account for the first end, and closing with \(2/(X+Y)\) for the second gives

\[
E\langle\mathcal T\rangle_{\rm free}=\int_0^\infty w_TP_p(Y)^2e^{-\lambda_ps}dp,\qquad Y=\tfrac12\left(z+\tfrac1z\right).
\]

For pinned ends, \(E\langle\mathcal T\rangle_{\rm pin}=2\beta\omega^2\int_0^\infty2\,{\rm sech}(\pi p)e^{-\lambda_ps}dp\).

**The two powers.** With \(s=cN\omega^2\), the frequency integrals are Gaussian:

\[
\int_0^\infty e^{-\lambda cN\omega^2}d\omega=\frac{\sqrt\pi}{2(\lambda cN)^{1/2}},\qquad
\int_0^\infty\omega^2e^{-\lambda cN\omega^2}d\omega=\frac{\sqrt\pi}{4(\lambda cN)^{3/2}} .
\]

Multiplication by \(k_B\Delta T/2\pi\), and by \(2\beta\) in the pinned case, gives the stated currents with

\[
C_f=\int_0^\infty\frac{w_TP_p(Y)^2}{\lambda_p^{1/2}}dp,\qquad
C_p=\int_0^\infty\frac{2\,{\rm sech}(\pi p)}{\lambda_p^{3/2}}dp .
\]

Numerically \(C_f=1.223\) for matched ends and 0.815 for \(z=3\), while \(C_p=4.893\). Free ends lose heat only through the shrinking width of the open band, \(\omega_c\propto N^{-1/2}\). Pinned ends also lose a factor \(\omega_c^2\propto N^{-1}\).

The laws were tested on chains with masses 0.2 and 1.8, equally likely, in units \(k=m=1\). Between \(N=1500\) and 6000 the conductivity exponents were \(+0.497\) for free ends with \(z=1\), \(+0.495\) for free ends with \(z=3\), and \(-0.465\) for pinned ends with \(z=0.5\), \(k'=k\). At \(N=6000\) the currents were 0.997, 0.996 and 0.998 of the laws, with relative sampling errors of 0.003, 0.005 and 0.011. Together with the ratio 0.998 at \(N=6000\), the pinned exponent puts the current at \(N=1500\) about 5% below its law, uncertain by one or two points, so the shorter chain was not yet fully asymptotic. The finite-frequency terms named in the example below predict shortfalls of 5 to 7% at \(N=1500\) and about 2% at \(N=6000\), so the ratio 0.998 owes part of its closeness to sampling scatter.

**A random stack of silicon and germanium planes.** Consider longitudinal waves at normal incidence, with one mass per plane. Rough inputs are masses of 28 and 73 u with equal probability, \(k=180\) N/m, \(a=0.136\) nm, 4000 planes (544 nm) and 300 K. The dampers are matched, \(\gamma=Z\), and the pinned case has \(k'=k\). The relative mass variance is 0.1985, so \(cN\), in units of \(m/k\), is \(0.1985\times4000/4=198.5\). With \(\sqrt{k/m}=46.33\) rad/ps, the cut-off is \(46.33/\sqrt{198.5}=3.29\) rad/ps, or 0.52 THz.

The product \(k_B\sqrt{k/m}\) is 640 pW/K, and \(\beta=m/k\). The conductances are

\[
\frac{J_{\rm free}}{\Delta T}=\frac{640\times1.223}{4\sqrt\pi\,(198.5)^{1/2}}=7.83\ {\rm pW/K},\qquad
\frac{J_{\rm pin}}{\Delta T}=\frac{640\times4.893}{4\sqrt\pi\,(198.5)^{3/2}}=0.158\ {\rm pW/K}.
\]

Multiplying by 0.544 µm gives \(\kappa=4.26\) and 0.086 pW µm/K. At 16000 planes the laws give 8.52 and 0.043 pW µm/K: a fourfold length doubles one and halves the other.

Transfer calculations for the 4000-plane chains gave \(7.82\pm0.02\) and \(0.137\pm0.001\) pW/K. The pinned value is 13% below its leading law. That law omits two terms that lower \(\langle\mathcal T\rangle\): \(X-1\) beside \(2Y^2\), and \((Z^2+\gamma^2)/(2Z\gamma)\) in \(Y\). Kept in the phase-averaged formula, the two terms lower the law by about 12%, which is most of the difference. Smaller samples of chains move the two conductances by about 1% and 2%.

A real stack differs from this model in ways that matter. Classical noise is a good approximation here: at the cut-off \(\hbar\omega\) is 0.084 of the thermal energy, and the quantum loss of heat capacity there is about 0.06%. Averaged over the heat carried, the loss stays below 1% for both kinds of end. Anharmonic scattering is more serious. Estimate its rate as \(g\omega^2\), with \(g=k_BT_0/(mv^2\sqrt{k/m})\), \(T_0=300\) K, sound speed \(v=6301\) m/s and a Grüneisen parameter of 1. This is 2.5% of the disorder scattering rate, but it lets localized waves hop. Taking their diffusivity as \(\ell^2g\omega^2\), with \(\ell=a/(c\omega^2)\), gives the rough added conductivity

\[
\kappa_{\rm hop}\sim\frac{k_B}{\pi v}\int_{\omega_c}^\infty\ell^2g\omega^2d\omega
=\frac{k_Ba^2g}{\pi vc^2\omega_c}\approx0.20\ {\rm pW\,\mu m/K}.
\]

That is 5% of the free law but 2.3 times the pinned one. The estimate ignores the resistance of the ends and depends on the lower limit of the integral. It therefore shows only that hopping may rival the pinned current at room temperature and mask its length dependence. The pinned law also rests on narrow resonances. Their dwell time \(Na/(v\tau)\) is about 1.3 ns at the median heat-carrying frequency, \(1.9\,\omega_c\), while the estimated anharmonic lifetime there is about 1 ns, so the harmonic treatment of pinned ends is marginal at 300 K.

The chain also represents one normal-incidence channel, not one column of atoms in a film. With an area \(8a^2\) per atom, as in a (001) plane, only about 0.3% of in-plane wavevectors belong to propagating longitudinal long waves at the cut-off, so multiplying the chain conductance by the number of columns would greatly overstate the heat these harmonic long waves carry in a film. A real film at room temperature also conducts through channels the chain lacks, so that product is no estimate of its conductivity in either direction. Real planes may be intermixed, and their springs vary too; neither effect is included. The second is not small: springs of about 180 and 145 N/m, from the bulk elastic constants of silicon and germanium, partly offset the mass contrast, lower \(cN\) by about a third, and raise the free and pinned conductances by factors of about 1.2 and 1.7. Finally, the pinned law needs ends held by effectively immovable walls. An end whose low-frequency impedance is a finite resistance, without a static restoring force, belongs to the free case. Further values are in the numerical output.

## Values computed for the example and the checks

```
TESTS (reduced units m = k = 1)
5 masses, k_wall/k=0: J formula 0.178782, covariance 0.178782
5 masses, k_wall/k=1: J formula 0.101929, covariance 0.101929
5 masses, k_wall/k=2: J formula 0.052998, covariance 0.052998
phase average: matrices 0.306282, formula 0.306282
E[T] at s=1, 4: 0.4688, 0.1041
E[sqrt T] at s=1, 4: 0.6499, 0.2310
-<ln T>: chains 4.852, law 4.800
C_free matched (z=1): 1.22335
C_free at z=3: 0.81491
C_pin: 4.89340
test masses 0.2, 1.8; c = 0.160; N = 1500, 6000
free z=1: kappa exponent +0.497
  J chains/law at N=6000: 0.997 (sampling error 0.003)
free z=3: kappa exponent +0.495
  J chains/law at N=6000: 0.996 (sampling error 0.005)
pinned z=0.5: kappa exponent -0.465
  J chains/law at N=6000: 0.998 (sampling error 0.011)
largest share of heat above s=40, N=100: 1.4e-30
EXAMPLE: random Si/Ge planes, rough inputs
masses: 28 and 73 u, mean 50.5 u
spring: 180 N/m; plane spacing: 0.136 nm
planes: 4000; length: 544 nm; temperature: 300 K
sqrt(k/m): 46.33 rad/ps; sound speed: 6301 m/s
matched damper sqrt(k m): 3.885e-12 kg/s
relative mass variance: 0.1985; c N k/m: 198.5
cut-off (s=1): 3.288 rad/ps = 0.523 THz
conductance free: law 7.834, chains 7.821 +- 0.017 pW/K
conductance pinned: law 0.1579, chains 0.1374 +- 0.0012 pW/K
kappa free law: 4.262 pW um/K
kappa pinned law: 0.0859 pW um/K
N=16000, L=2.18 um: kappa free 8.523, pinned 0.0429 pW um/K
N=64000, L=8.70 um: kappa free 17.046, pinned 0.0215 pW um/K
NEGLECTED EFFECTS (rough sizes)
hbar w/(kB T) at cut-off: 0.0837; quantum loss: 5.8e-04
anharmonic/disorder scattering rate (Grueneisen 1): 0.0251
kappa from anharmonic hopping: 0.197 pW um/K
hopping/free law: 0.046
hopping/pinned law: 2.30
hopping equals pinned law at: 131 K
open share of in-plane wavevectors at cut-off: 0.00321
```
